# The First Flight and the Collision Density of Undeflected Ions: a program that tests the result

```python
# RESULT UNDER TEST: undeflected ions collide at path lengths s1, s1+lam, ...
# If s1 is uniform on (0, lam), the mean collision density per unit depth is
# 1/d at every depth, with d = lam*cos(tilt); other first-flight laws fail.
# lam: fixed flight length; tilt: angle between ion path and inward normal.
# Lengths are in nm and energies in eV unless a name says otherwise.
import numpy as np
from scipy import constants as sc
from scipy.optimize import brentq

rng = np.random.default_rng(20)
n_ions, n_flights = 200000, 45

# Example inputs: rough values for boron entering amorphous silicon
density_cm3 = 5.0e22
energy = 1.0e5
tilt_deg = 7.0
z_ion, z_atom = 5, 14
m_ion, m_atom = 11.01, 28.09
lattice_constant = 0.543
oxide_g_cm3, oxide_molar_mass = 2.2, 60.08

density = density_cm3 * 1e-21
lam = density ** (-1 / 3)
cos_tilt = np.cos(np.radians(tilt_deg))
d = lam * cos_tilt


def collision_depths(first, later):
    """Depths of successive collisions; one row per ion."""
    flights = np.column_stack([first, later])
    return np.cumsum(flights, axis=1) * cos_tilt


def window_counts(depths, low, high):
    return ((depths >= low) & (depths < high)).sum(axis=1)


def check_mean(counts, expected):
    error = counts.std() / np.sqrt(len(counts))
    assert abs(counts.mean() - expected) < 5 * error + 1e-12


fixed = np.full((n_ions, n_flights - 1), lam)
edges = np.linspace(0, 10, 101)
bin_width = edges[1] - edges[0]

# Uniform first flight: flat histogram from the surface to 10 nm
depths = collision_depths(lam * rng.random(n_ions), fixed)
hist_uniform = np.histogram(depths, edges)[0] / n_ions
p_bin = bin_width / d
bin_error = np.sqrt(p_bin * (1 - p_bin) / n_ions)
max_bin_deviation = np.max(np.abs(hist_uniform - p_bin))
assert max_bin_deviation < 5 * bin_error

# Regular grid of first flights: mean and variance without sampling noise
n_grid = 20000
grid_first = lam * (np.arange(n_grid) + 0.5) / n_grid
grid_depths = collision_depths(grid_first, fixed[:n_grid])
for low, length in [(0.0, 1.0), (3.17, 1.0), (0.05, 0.13), (5.3, 2.2)]:
    counts = window_counts(grid_depths, low, low + length)
    remainder = (length / d) % 1
    assert abs(counts.mean() - length / d) < 3e-4
    assert abs(counts.var() - remainder * (1 - remainder)) < 3e-4
grid_counts = window_counts(grid_depths, 0.0, 1.0)
window_mean, window_var = grid_counts.mean(), grid_counts.var()
count_low, count_high = grid_counts.min(), grid_counts.max()
share_high = np.mean(grid_counts == count_high)

# Triangular first flight of the same mean: pattern persists at depth
tri_first = lam * (rng.random(n_ions) + rng.random(n_ions)) / 2
depths = collision_depths(tri_first, fixed)
for cell in (0, 7):
    counts = window_counts(depths, (cell + 1 / 3) * d, (cell + 2 / 3) * d)
    check_mean(counts, 5 / 9)
triangular_middle = counts.mean()

# First flight uniform on (0, 2 lam): only the first cell is depleted
depths = collision_depths(2 * lam * rng.random(n_ions), fixed)
check_mean(window_counts(depths, 0.2 * d, 0.7 * d), 0.25)
check_mean(window_counts(depths, 1.2 * d, 1.7 * d), 0.5)
check_mean(window_counts(depths, 6.2 * d, 6.7 * d), 0.5)

# No randomization: every ion collides at the same depths
depths = collision_depths(np.full(n_ions, lam), fixed)
hist_fixed = np.histogram(depths, edges)[0] / n_ions
assert set(np.unique(hist_fixed)) == {0.0, 1.0}

# Every flight uniform on (0, lam): exponential rise, then double density
all_random = lam * rng.random((n_ions, n_flights))
depths = collision_depths(all_random[:, 0], all_random[:, 1:])
hist_all = np.histogram(depths, edges)[0] / n_ions
for low, high in [(0.0, 0.1), (0.1, 0.2), (0.2, 0.26)]:
    expected = np.exp(high / d) - np.exp(low / d)
    check_mean(window_counts(depths, low, high), expected)
deep_counts = window_counts(depths, 2.0, 3.0)
check_mean(deep_counts, 2 / d)
deep_all = deep_counts.mean()

# Exponential flights: same flat mean, much larger count variance
exp_flights = rng.exponential(lam, (n_ions, n_flights))
depths = collision_depths(exp_flights[:, 0], exp_flights[:, 1:])
check_mean(window_counts(depths, 0.0, 0.1), 0.1 / d)
exp_counts = window_counts(depths, 0.0, 1.0)
check_mean(exp_counts, 1 / d)
exp_var = exp_counts.var()
assert abs(exp_var - 1 / d) < 0.07  # over five sampling standard errors
del depths, all_random, exp_flights, fixed

# Neglected deflection: binary scattering in the universal potential
e2 = sc.e / (4 * np.pi * sc.epsilon_0) * 1e9  # eV nm
bohr = sc.physical_constants["Bohr radius"][0] * 1e9
screen = 0.8854 * bohr / (z_ion ** 0.23 + z_atom ** 0.23)
e_cm = energy * m_atom / (m_ion + m_atom)
b0 = z_ion * z_atom * e2 / e_cm  # head-on distance without screening
nodes, weights = np.polynomial.legendre.leggauss(120)
phi = (nodes + 1) * np.pi / 4
w_phi = weights * np.pi / 4


def universal(r):
    x = r / screen
    return (0.18175 * np.exp(-3.19980 * x) + 0.50986 * np.exp(-0.94229 * x)
            + 0.28022 * np.exp(-0.40290 * x) + 0.02817 * np.exp(-0.20162 * x))


def cm_angle(p, screening):
    """Centre-of-mass scattering angle at impact parameter p."""
    def radial(r):
        return r * r - b0 * r * screening(r) - p * p
    r0 = brentq(radial, p, (p + b0) * (1 + 1e-9), xtol=1e-16, rtol=1e-14)
    w = np.sin(phi)
    root = 1 - b0 * w / r0 * screening(r0 / w) - (p * w / r0) ** 2
    return np.pi - 2 * p / r0 * np.sum(w_phi * np.cos(phi) / np.sqrt(root))


for p in (0.0005, 0.005, 0.05):
    rutherford = 2 * np.arctan(b0 / (2 * p))
    assert abs(cm_angle(p, lambda r: 1.0) - rutherford) < 1e-5

p_max = lam / np.sqrt(np.pi)
log_span = np.log(1e5)
log_p = np.log(p_max) + (nodes - 1) * log_span / 2
p_nodes = np.exp(log_p)
disc_weight = weights * log_span / 2 * 2 * (p_nodes / p_max) ** 2
angle_cm = np.array([cm_angle(p, universal) for p in p_nodes])
angle_lab = np.arctan2(np.sin(angle_cm), np.cos(angle_cm) + m_ion / m_atom)
mean_one_minus_cos = np.sum(disc_weight * (1 - np.cos(angle_lab)))
kinematic = 4 * m_ion * m_atom / (m_ion + m_atom) ** 2
mean_transfer = np.sum(disc_weight * kinematic * energy
                       * np.sin(angle_cm / 2) ** 2)
nuclear_loss = mean_transfer / lam

# Published universal stopping fit; a few percent is the fit's accuracy
eps = screen / b0
s_fit = np.log(1 + 1.1383 * eps) / (
    2 * (eps + 0.01321 * eps ** 0.21226 + 0.19593 * np.sqrt(eps)))
fit_loss = (density * 4 * np.pi * screen * z_ion * z_atom * e2
            * m_ion / (m_ion + m_atom) * s_fit)
assert abs(nuclear_loss / fit_loss - 1) < 0.05

# Transport with deflection at constant energy; ions leaving are dropped
n_steps = 60
mu = np.full(n_ions, cos_tilt)
z = np.zeros(n_ions)
inside = np.ones(n_ions, dtype=bool)
deflected_counts = np.zeros(n_ions)
for step in range(n_steps):
    z += mu * (lam * rng.random(n_ions) if step == 0 else lam)
    inside &= z > 0
    deflected_counts += inside & (z >= 9) & (z < 10)
    p = p_max * np.sqrt(1 - rng.random(n_ions))
    angle = np.interp(np.log(p), log_p, angle_lab)
    azimuth = 2 * np.pi * rng.random(n_ions)
    mu = (mu * np.cos(angle) + np.sqrt(np.maximum(0, 1 - mu ** 2))
          * np.sin(angle) * np.cos(azimuth))
    mu = np.clip(mu, -1, 1)
check_mean(mu, cos_tilt * (1 - mean_one_minus_cos) ** n_steps)
deflection_change = deflected_counts.mean() * d - 1
deflection_error = deflected_counts.std() / np.sqrt(n_ions) * d
assert abs(deflection_change) < 0.02

# Other neglected effects
speed = np.sqrt(2 * energy * sc.e / (m_ion * sc.atomic_mass))
speed_ratio = speed / (sc.alpha * sc.c)
electronic_loss = (density * 8 * np.pi * e2 * bohr * z_ion ** (7 / 6) * z_atom
                   / (z_ion ** (2 / 3) + z_atom ** (2 / 3)) ** 1.5
                   * speed_ratio)
path_10 = 10 / cos_tilt
loss_10 = (nuclear_loss + electronic_loss) * path_10
assert loss_10 < 0.05 * energy
critical_deg = np.degrees(np.sqrt(
    2 * z_ion * z_atom * e2 / (energy * lattice_constant)))
assert critical_deg < tilt_deg
oxide_density = 3 * oxide_g_cm3 * sc.N_A / oxide_molar_mass
oxide_change = (oxide_density / density_cm3) ** (1 / 3) - 1

print(f"Atomic density (rough input): {density_cm3:.2e} cm^-3")
print(f"Boron energy: {energy / 1e3:.0f} keV; tilt: {tilt_deg:.0f} deg")
print(f"Fixed flight length lambda: {lam:.4f} nm")
print(f"Depth step d = lambda cos(tilt): {d:.4f} nm")
print(f"Predicted collision density 1/d: {1 / d:.4f} per nm")
print(f"Ions sampled: {n_ions}")
print(f"Predicted count in a 0.1 nm bin: {p_bin:.4f}")
print(f"Standard error of a bin count: {bin_error:.4f}")
print(f"Largest deviation in 100 bins to 10 nm: {max_bin_deviation:.4f}")
print("Counts per ion: first=lambda | first uniform | all uniform")
for i in range(6):
    print(f"  {edges[i]:.1f}-{edges[i + 1]:.1f} nm: {hist_fixed[i]:.3f} | "
          f"{hist_uniform[i]:.3f} | {hist_all[i]:.3f}")
print(f"All uniform, formula peak density e/d: {np.e / d:.3f} per nm")
print(f"All uniform, sampled density 2-3 nm: {deep_all:.3f} per nm")
print(f"All uniform, formula deep density 2/d: {2 / d:.3f} per nm")
print(f"Triangular first flight, middle third of cell 8: "
      f"{triangular_middle:.3f} (flat: {1 / 3:.3f})")
print(f"1 nm window, mean count: {window_mean:.3f}")
print(f"1 nm window, possible counts: {count_low} and {count_high}")
print(f"1 nm window, share of ions with higher count: {share_high:.3f}")
print(f"1 nm window, count variance: {window_var:.3f}")
print(f"1 nm window, variance for exponential flights: {exp_var:.2f}")
print("Neglected effects:")
print(f"Largest impact parameter: {p_max:.4f} nm")
print(f"Mean 1-cos(deflection) per collision: {mean_one_minus_cos:.2e}")
print(f"Density change by deflection, 9-10 nm: "
      f"{100 * deflection_change:.2f} +/- {100 * deflection_error:.2f} %")
print(f"Mean nuclear energy transfer: {mean_transfer:.2f} eV per collision")
print(f"Nuclear energy loss: {nuclear_loss:.1f} eV/nm")
print(f"Electronic energy loss (estimate): {electronic_loss:.0f} eV/nm")
print(f"Energy loss to 10 nm depth: {loss_10 / 1e3:.2f} keV "
      f"= {100 * loss_10 / energy:.1f} %")
print(f"Lattice constant (rough input): {lattice_constant:.3f} nm")
print(f"Crystal <100> channelling critical angle: {critical_deg:.1f} deg")
print(f"Oxide mass density (rough input): {oxide_g_cm3:.1f} g/cm^3")
print(f"Oxide atomic density: {oxide_density:.2e} cm^-3")
print(f"Change of 1/lambda in oxide: {100 * oxide_change:.1f} %")
print("OK")
```

It prints:

```
Atomic density (rough input): 5.00e+22 cm^-3
Boron energy: 100 keV; tilt: 7 deg
Fixed flight length lambda: 0.2714 nm
Depth step d = lambda cos(tilt): 0.2694 nm
Predicted collision density 1/d: 3.7117 per nm
Ions sampled: 200000
Predicted count in a 0.1 nm bin: 0.3712
Standard error of a bin count: 0.0011
Largest deviation in 100 bins to 10 nm: 0.0018
Counts per ion: first=lambda | first uniform | all uniform
  0.0-0.1 nm: 0.000 | 0.370 | 0.448
  0.1-0.2 nm: 0.000 | 0.372 | 0.650
  0.2-0.3 nm: 1.000 | 0.370 | 0.817
  0.3-0.4 nm: 0.000 | 0.372 | 0.708
  0.4-0.5 nm: 0.000 | 0.371 | 0.757
  0.5-0.6 nm: 1.000 | 0.371 | 0.735
All uniform, formula peak density e/d: 10.089 per nm
All uniform, sampled density 2-3 nm: 7.427 per nm
All uniform, formula deep density 2/d: 7.423 per nm
Triangular first flight, middle third of cell 8: 0.555 (flat: 0.333)
1 nm window, mean count: 3.712
1 nm window, possible counts: 3 and 4
1 nm window, share of ions with higher count: 0.712
1 nm window, count variance: 0.205
1 nm window, variance for exponential flights: 3.71
Neglected effects:
Largest impact parameter: 0.1531 nm
Mean 1-cos(deflection) per collision: 1.16e-04
Density change by deflection, 9-10 nm: 0.33 +/- 0.03 %
Mean nuclear energy transfer: 8.39 eV per collision
Nuclear energy loss: 30.9 eV/nm
Electronic energy loss (estimate): 206 eV/nm
Energy loss to 10 nm depth: 2.38 keV = 2.4 %
Lattice constant (rough input): 0.543 nm
Crystal <100> channelling critical angle: 3.5 deg
Oxide mass density (rough input): 2.2 g/cm^3
Oxide atomic density: 6.62e+22 cm^-3
Change of 1/lambda in oxide: 9.8 %
OK
```
